# The Steady Slope Transition in Villain-Unstable Growth

A simulation of mound growth with a continuum equation needs a grid spacing before it can start. The facets are smooth and would tolerate a coarse grid. The limit is set by the rounded valleys and tops, where the slope turns from one selected value to the other. For mounds shaped like long straight ridges, the same length decides whether the rounding of a measured profile can be resolved and used to find the ratio of the uphill current to the smoothing. Both decisions depend on the steady shape of a single transition, which is derived here together with the grid error it implies.

### The model and its conventions

Let $h(x,t)$ be the height of a surface that varies along one direction, without overhangs, evaporation or noise. Material arrives at the constant rate $F$, a height per time, and moves along the surface with current $J$. Conservation of material gives

$$h_t=F-J_x. \tag{1}$$

Subscripts denote derivatives, and $J>0$ means transport towards larger $x$. Write the slope as $h_x=s\,m$, where $s>0$ is the selected slope, so that $m$ is the slope in units of $s$. The current is taken as

$$J=s\,I,\qquad I=n\,m(1-m^2)+K\,m_{xx},\qquad n>0,\quad K>0. \tag{2}$$

The first term is the slope current. For small positive $m$ it is positive, hence directed uphill. Such a current arises when atoms diffusing on a terrace are hindered from stepping down over its edge and attach more often to the ascending step. It vanishes at $m=0$ and at $m=\pm1$. The second term is the curvature current. Alone it would give $h_t=F-Kh_{xxxx}$, which smooths the surface. The unit of $n$ is length²/time and that of $K$ is length⁴/time.

Equation (2) is a model. The cubic is the simplest odd current with an uphill part and two selected slopes, and both coefficients are assumed constant.

Differentiating (1) with respect to $x$ removes the constant $F$. After division by $s$,

$$m_t=-I_{xx}. \tag{3}$$

The deposition rate therefore raises the surface but does not appear explicitly in the evolution of its shape. It may still enter through the values of $n$ and $K$.

### Why the slopes ±1 are selected

Consider a surface of uniform slope $m_0$ with a small ripple, $m=m_0+u$. To first order in $u$,

$$I=n m_0(1-m_0^2)+n(1-3m_0^2)\,u+K u_{xx}.$$

The first term is constant and drops out of (3). Inserting $u\propto e^{ikx+\sigma t}$, for which $u_{xx}=-k^2u$ and $u_{xxxx}=k^4u$, gives

$$\sigma(k)=n(1-3m_0^2)\,k^2-Kk^4. \tag{4}$$

On the flat surface $m_0=0$, so $\sigma=nk^2-Kk^4$. Long ripples grow, which is the Villain instability. On a facet $m_0=\pm1$, so $\sigma=-2nk^2-Kk^4<0$ for every $k\neq0$, and ripples decay.

The fastest ripple on the flat surface follows from $d\sigma/dk=2nk-4Kk^3=0$:

$$k_*=\sqrt{\frac{n}{2K}},\qquad \sigma(k_*)=\frac{n^2}{2K}-\frac{n^2}{4K}=\frac{n^2}{4K}. \tag{5}$$

### From a steady shape to zero current

"Steady" means here that $m$ does not depend on time, while the height may still rise. We look for a profile on the infinite line with $m\to-1$ as $x\to-\infty$ and $m\to+1$ as $x\to+\infty$. The surface descends and then ascends, so this is a valley.

Setting $m_t=0$ in (3) gives $I_{xx}=0$, hence $I=A+Bx$ with constants $A$ and $B$. Equation (2) becomes

$$K m''=A+Bx-n\,m(1-m^2), \tag{6}$$

where a prime denotes $d/dx$. Far to the right the last term vanishes because $m\to1$. If $B\neq0$, then $m''$ grows without bound with a fixed sign, and $m$ diverges. If $B=0$ but $A\neq0$, then $m''$ tends to the nonzero constant $A/K$, and $m$ again diverges. Both contradict the assumed limit, so $A=B=0$ and

$$K m''=-n\,m(1-m^2). \tag{7}$$

The current vanishes everywhere: at each point the uphill slope current is balanced by the curvature current. By (1), the whole profile then rises at the rate $F$.

### Integration

Multiply (7) by $m'$. The left side is $\tfrac{K}{2}(m'^2)'$. For the right side, use

$$\frac{d}{dx}(1-m^2)^2=2(1-m^2)(-2m\,m')=-4m(1-m^2)\,m',$$

so that it equals $\tfrac n4\,[(1-m^2)^2]'$. One integration gives

$$\frac K2\,m'^2=\frac n4\,(1-m^2)^2+C. \tag{8}$$

As $x\to\infty$ the right side tends to $C$, so $m'^2$ tends to $2C/K$. If this limit were not zero, $m$ would change at a finite rate for ever and could not converge. Therefore $C=0$. Taking the square root,

$$m'=\pm a\,(1-m^2),\qquad a=\sqrt{\frac{n}{2K}}. \tag{9}$$

The sign could in principle change from place to place, so this must be excluded. The profile is continuous and passes from near $-1$ to near $+1$, so somewhere $|m|<1$. As long as $|m|<1$, (9) shows that $m'\neq0$, and a continuous $m'$ keeps its sign. The profile cannot reach $m=\pm1$ at a finite position either. These values are constant solutions of (9), and two different solutions of a first-order equation with a smooth right side cannot meet. Hence $|m|<1$ on the whole line and one sign holds throughout. For the valley, where $m$ increases, it is plus.

Separate the variables and use $\frac{1}{1-m^2}=\frac12\left(\frac1{1+m}+\frac1{1-m}\right)$:

$$\frac12\ln\frac{1+m}{1-m}=a(x-x_0).$$

With $y=a(x-x_0)$ this reads $(1+m)/(1-m)=e^{2y}$, so $m=(e^{2y}-1)/(e^{2y}+1)=\tanh y$. Placing the centre at $x_0=0$,

$$\boxed{\,m(x)=\tanh\!\left(x\sqrt{\frac{n}{2K}}\right),\qquad h_x=s\tanh(ax).\,} \tag{10}$$

Substitution confirms the factor 2. From $m'=a(1-m^2)$ follows $m''=-2a\,m\,m'=-2a^2m(1-m^2)$, and (7) then requires $2Ka^2=n$.

Up to translation, (10) is the unique steady profile with the stated limits. Reversing the limits selects the minus sign in (9) and gives $m=-\tanh(ax)$, a mound top of the same width. The selected slope $s$ multiplies the profile but does not enter $a$.

Comparison of (5) and (9) shows $k_*=a$. The equality depends on the cubic current. For a general odd slope current $j(m)$ with $j(0)=j(1)=0$ that is positive in between, the fastest ripple has $k_*^2=j'(0)/(2K)$, which involves only the behaviour near zero slope. The steps leading to (8) give instead

$$\frac K2\,m'^2=\int_m^1 j(\mu)\,d\mu ,$$

so the transition depends on the current at all slopes up to the selected one. Estimating the width of valleys from the initial ripple wavelength therefore assumes the form (2).

### The shape of the valley

Integrating $h_x=s\tanh(ax)$ with the height measured from the valley bottom gives

$$h(x)=\frac sa\,\ln\cosh(ax). \tag{11}$$

The curvature at the bottom is $h_{xx}(0)=sa$. Far from it, the identity $\ln\cosh y=|y|-\ln2+\ln(1+e^{-2|y|})$ gives

$$h(x)\to s|x|-\frac{s}{a}\ln2 . \tag{12}$$

The straight facets, extended to $x=0$, would meet at the height $-(s/a)\ln2$. The rounded bottom lies above that corner by

$$d=\frac{s\ln2}{a}. \tag{13}$$

A mound top lies below its corner by the same amount. The distance over which the slope passes from $-0.8s$ to $+0.8s$ is

$$w=\frac{2\,\mathrm{artanh}\,0.8}{a}=\frac1a\ln\frac{1.8}{0.2}=\frac{2\ln3}{a}. \tag{14}$$

If a straight valley or ridge follows this model and $s$ is read from its facets, either $d$ or $w$ yields $a$ and hence the ratio $n/K$. The result is only as good as the assumed cubic current. With the same $j'(0)=n$ and the same $K$, the current $(n/\pi)\sin\pi m$ makes $w$ 19 percent larger, and $n\,m(1-m^2)/(1+9m^2)$ makes it 2.2 times larger, so (14) would then underestimate $n/K$ by factors of about 0.7 and 0.2. At the top of a round mound the surface curves in two directions, and (13) and (14) do not apply. The steady profile cannot give $n$ and $K$ separately, because (7) contains only their ratio. A rate such as (5) is needed as well.

The approach to the facet follows from (10): for large $x$, $1-m\simeq2e^{-2ax}$. The decay length is $1/(2a)$, half the transition length $1/a$.

### Stability of the transition

Growth can settle on a steady solution only if small disturbances of it do not grow. To examine this, define

$$G=s^2\int\left[\frac K2\,m_x^2+\frac n4(1-m^2)^2\right]dx. \tag{15}$$

If $m$ changes in time, differentiation under the integral and one integration by parts give

$$\frac{dG}{dt}=s^2\int\left[-Km_{xx}-n\,m(1-m^2)\right]m_t\,dx=-s^2\int I\,m_t\,dx .$$

The boundary term $s^2K\,m_xm_t$ vanishes if the slope is held fixed at the ends. Inserting (3) and integrating by parts again,

$$\frac{dG}{dt}=s^2\int I\,I_{xx}\,dx=-s^2\int I_x^2\,dx\le0, \tag{16}$$

where the boundary term $I I_x$ vanishes if no current passes through the ends. On the infinite line both boundary terms vanish for disturbances that die out at large distance.

To find the smallest possible $G$, use $n/4=Ka^2/2$ and complete the square:

$$G=\frac{Ks^2}{2}\int\left[m_x-a(1-m^2)\right]^2dx+Ks^2a\int(1-m^2)\,m_x\,dx. \tag{17}$$

The second integral depends only on the end values and equals $[m-m^3/3]_{-1}^{1}=4/3$. Therefore

$$G\ge\frac43\,K a s^2, \tag{18}$$

with equality when (9) holds with the plus sign, that is, for (10) and its translates.

This excludes an exponentially growing disturbance. Followed backwards in time, such a disturbance would shrink to nothing, so $G$ would start from its minimum. By (16) it would then have to fall below the minimum, since $I_x=0$ everywhere would mean no change at all. Translation costs nothing in $G$, so the position of an isolated transition is not fixed by this argument.

$G$ is not the energy of the crystal. The uphill current is a product of deposition, and $G$ is a quantity that happens to decrease under this model. Perfect facets contribute nothing to it, so a surface of well-separated valleys and tops has $G$ close to their number times $\tfrac43Kas^2$. The decrease of $G$ thus favours fewer transitions and larger mounds, but does not by itself give the rate of coarsening.

### Mounds of finite size

In a periodic array of symmetric mounds, each facet lies between a valley and a top a distance $\ell$ apart. The steady current is again zero, but the slope has a maximum $m=1-\delta_1$ at mid-facet. Put $m=1-\delta$ with small $\delta$. Then $m(1-m^2)\simeq2\delta$, and (7) becomes

$$\delta''=\frac{2n}{K}\,\delta=4a^2\delta .$$

The solution symmetric about mid-facet is $\delta=\delta_1\cosh[2a(x-\ell/2)]$, with $x$ measured from the valley. Nearer the valley this approaches $\tfrac12\delta_1e^{a\ell}e^{-2ax}$, which must match the tail $2e^{-2ax}$ of the isolated transition. Hence, to leading order for large $a\ell$,

$$\delta_1\simeq4\,e^{-a\ell}. \tag{19}$$

The single-transition formula is accurate when $4e^{-a\ell}$ is much smaller than 1. For mounds with the wavelength of the fastest ripple, $\ell=\pi/k_*=\pi/a$, and (19) gives $4e^{-\pi}\approx0.17$. This is only the leading-order value; integrating (7) for this period gives $\delta_1\approx0.20$. The facets of such young mounds are not fully developed, and fitting (10) to them would give biased values.

### When valleys and tops differ

Equation (2) changes sign when the surface is turned upside down. Real growth need not have this symmetry. A simple term that breaks it is $\lambda(m^2)_x$, added to $I$ with constant $\lambda$. The zero-current condition becomes

$$K m''+2\lambda\,m\,m'+n\,m(1-m^2)=0 .$$

Try $m=\tanh(bx)$, so that $m'=b(1-m^2)$ and $m''=-2b^2m(1-m^2)$. The common factor $m(1-m^2)$ cancels, leaving $2Kb^2-2\lambda b-n=0$, or

$$b_\pm=\frac{\lambda\pm\sqrt{\lambda^2+2nK}}{2K}. \tag{20}$$

The positive root describes a valley and the negative root a top. For $\lambda>0$ the valley is sharper than the top. The product of the roots gives $b_+|b_-|=n/(2K)=a^2$. If a profile shows different widths at valleys and tops, (10) cannot hold for both. Within this extended model it fails for each of them, but the product of the two inverse lengths $b_+$ and $|b_-|$ still equals $n/(2K)$.

### The grid spacing

Suppose the second derivative in (7) is replaced by the three-point difference with spacing $\Delta$. By Taylor expansion this difference equals $m''+\tfrac{\Delta^2}{12}m''''$ to leading order. Let $y=ax$, $T=\tanh y$, $S=1-T^2$ and $\epsilon=(a\Delta)^2/12$, and write the discrete solution as $m=T+u$. Dividing (7) by $Ka^2$ and keeping first order in $\epsilon$ gives

$$\mathcal L u\equiv u_{yy}+2(1-3T^2)\,u=-\epsilon\,T_{yyyy}. \tag{21}$$

From $T_y=S$ and $T_{yy}=-2TS$, two further derivatives give $T_{yyyy}=TS(16-24T^2)$. Direct differentiation also gives

$$\mathcal L(yS)=-4TS,\qquad \mathcal L(TS)=-6TS(1-T^2).$$

Insert $u=\alpha\,yS+\beta\,TS$ into (21). The terms in $T^2$ require $6\beta=24\epsilon$, and the remaining ones $-4\alpha-6\beta=-16\epsilon$. So $\beta=4\epsilon$, $\alpha=-2\epsilon$, and

$$u=\frac{(a\Delta)^2}{12}\,\mathrm{sech}^2y\,\left(4\tanh y-2y\right). \tag{22}$$

This is the solution that is odd about the centre and vanishes on the facets. The factor multiplying $(a\Delta)^2/12$ has its largest magnitude, about 0.68, near $|y|=0.6$. The largest slope error relative to $s$ is therefore about $0.056\,(a\Delta)^2$. An error of 1 percent allows $a\Delta\approx0.42$. The estimate holds for this difference scheme and for small $a\Delta$.

### A worked example

Take the round model parameters $n=0.02$ nm²/s, $K=0.64$ nm⁴/s and $s=0.25$. Then

$$a=\sqrt{\frac{0.02}{2\times0.64}}\ \mathrm{nm^{-1}}=\sqrt{0.015625}\ \mathrm{nm^{-1}}=0.125\ \mathrm{nm^{-1}},$$

and the transition length is $1/a=8$ nm. The fastest ripple has wavelength $2\pi/a=50.3$ nm and rate $n^2/(4K)=1.56\times10^{-4}$ s⁻¹. The same values were found by applying the full nonlinear current to a small ripple and searching for the maximum growth rate.

The curvature at the bottom is $sa=0.25\times0.125=0.03125$ nm⁻¹. An independent value comes from integrating the second-order equation (7) outwards from $m=0$. Too large a starting gradient makes the slope overshoot $s$, and too small a one makes it turn back. Bisection between these outcomes gives 0.0312500 nm⁻¹, without use of (8).

With $s/a=2$ nm, (13) gives $d=2\times0.6931=1.386$ nm, and (14) gives $w=2\times1.0986\times8=17.58$ nm. The valley is shallowly rounded, by little more than a nanometre in height over a width of nearly 18 nm. On a crystal this height is only a few atomic layers, so the smooth profile is an approximation there.

To test whether growth reaches this shape, the height equation was evolved on 241 cells of 0.5 nm. The height was measured relative to its mean rise, the end slopes were held at $\mp s$, and no current passed through the ends. The initial slope was a linear ramp between $-s$ and $+s$ over 40 nm, which differs from (10) by up to 0.36 of $s$. After $3\times10^5$ s the slopes were:

| $x$ (nm) | formula | evolved |
|---:|---:|---:|
| 4 | 0.11553 | 0.11558 |
| 8 | 0.19040 | 0.19043 |
| 16 | 0.24101 | 0.24101 |
| 24 | 0.24876 | 0.24876 |

The largest remaining deviation is $2.2\times10^{-4}$ of $s$. Equation (22) accounts for it: with $a\Delta=0.0625$, the estimate is $0.056\times0.0039=2.2\times10^{-4}$. It also gives the sign, since the evolved slopes at 4 and 8 nm lie slightly above the formula. A spacing of $0.42\times8\approx3.4$ nm gives a slope error of about 1 percent. Quantities derived from the profile are less accurate on that grid: $w$ comes out about 1.4 percent too small and, with a height point at the valley bottom, $d$ about 2.5 percent too small. Since $n/K=2a^2$, the relative error in that ratio is about twice as large.

During the evolution $G$ fell from 0.008654 to 0.006666 nm³/s, and the test found no increase beyond numerical tolerance. The bound (18) is $\tfrac43\times0.64\times0.125\times0.0625=0.006667$ nm³/s, and the slight difference is within the accuracy of the grid. An error-function profile with its width optimized gives 0.006685 nm³/s, about 0.3 percent above the bound, while its slope differs from (10) by up to 0.02 of $s$. A profile can thus have nearly the minimal $G$ without being the steady solution, so the slope itself is the more sensitive quantity to compare. The remaining figures are in the numerical output.

## Table of computed values

```
slope-current coefficient n = 0.020 nm^2/s
curvature coefficient K = 0.640 nm^4/s
selected slope s = 0.250 (dimensionless)
inverse transition length a = 0.12500 1/nm
transition length 1/a = 8.0000 nm
central curvature, formula s*a = 0.0312500 1/nm
central curvature, shooting = 0.0312500 1/nm
fastest ripple wavenumber, numerical = 0.12500 1/nm
fastest ripple wavelength = 50.265 nm
fastest ripple growth rate = 1.5625e-04 1/s
evolution: grid spacing = 0.50 nm, cells = 241
evolution: initial ramp half-width = 20.0 nm
evolution: final time = 3.0e+05 s
largest slope deviation / s, start = 0.3619
largest slope deviation / s, end = 2.20e-04
largest final |J|/(n s) = 5.3e-12
largest final height deviation = 7.35e-04 nm
x =  0.0 nm: slope formula 0.00000, evolved 0.00000
x =  4.0 nm: slope formula 0.11553, evolved 0.11558
x =  8.0 nm: slope formula 0.19040, evolved 0.19043
x = 16.0 nm: slope formula 0.24101, evolved 0.24101
x = 24.0 nm: slope formula 0.24876, evolved 0.24876
valley rounding, formula = 1.3863 nm
valley rounding, evolved = 1.3856 nm
width from -0.8s to 0.8s, formula = 17.578 nm
width from -0.8s to 0.8s, evolved = 17.576 nm
G of initial ramp = 0.008654 nm^3/s
G of evolved profile = 0.006666 nm^3/s
G formula (4/3) K a s^2 = 0.006667 nm^3/s
G of best error-function profile = 0.006685 nm^3/s
```
